# Kisliuk's sticking law from a mobile precursor, and its limits

## The decision: which sticking law to integrate

To calculate how long a surface must be exposed to a gas, one needs the sticking probability $S(\theta)$ as a function of the coverage $\theta$. The simplest choice is the Langmuir line $S_0(1-\theta)$, in which a molecule arriving above a filled site is lost. If that molecule can instead move about in a weakly bound state and find an empty site, the line underestimates or overestimates the uptake, depending on how easily the molecule is lost on the way. In the example worked below, the Langmuir line demands 2.93 incident molecules per site to reach $\theta=0.9$, whereas the mobile state needs 1.87. The choice rests on one dimensionless number, $K$, which can be calculated from rates.

## The model and its conventions

The surface has equivalent sites. A fraction $\theta$ of them is filled by chemisorbed molecules, each taking one site. An incident molecule is trapped with probability $\alpha$ in a mobile precursor state, whatever the occupancy of the site it meets; otherwise it returns to the gas at once. The trapped molecule then has these options:

- over an empty site: chemisorb with rate $k_a$, desorb with rate $k_d$, or hop with rate $k_m$;
- over a filled site: desorb with rate $k_d'$, or hop with rate $k_m'$.

The sticking probability $S$ is the number of chemisorbed molecules per incident molecule, so it includes the factor $\alpha$.

Four further assumptions are made. The rates do not depend on $\theta$. Precursors are so dilute that they do not meet. The coverage hardly changes during the life of one precursor. The chemisorbed layer does not desorb.

A fifth assumption is the decisive one: **each visited site is filled with probability $\theta$, independently of all earlier visits.** This is a mean-field statement about the walk. A random arrangement of the layer does not guarantee it, because a walker can return to a site it has already seen. The consequences are worked out in the part on frozen layers.

## One visit: competing rates

Over an empty site the total rate of leaving the present state is $\Gamma=k_a+k_d+k_m$. The probability that nothing has happened up to time $t$ is $e^{-\Gamma t}$, and chemisorption then occurs in $dt$ with probability $k_a\,dt$. Hence the visit ends in chemisorption with probability

$$p_a=\int_0^\infty k_a e^{-\Gamma t}\,dt=\frac{k_a}{k_a+k_d+k_m}.$$

The same integral with $k_d$ gives the desorption probability. The walk ends at an empty site by either process, so its ending probability per visit is

$$q_e=\frac{k_a+k_d}{k_a+k_d+k_m}.$$

Over a filled site desorption alone ends the walk:

$$q_f=\frac{k_d'}{k_d'+k_m'}.$$

The hop probabilities are $1-q_e$ and $1-q_f$.

## Summing over the walk

A visit is to an empty site with probability $1-\theta$ and to a filled one with probability $\theta$. The probability that it is followed by a hop is therefore

$$\bar m=(1-\theta)(1-q_e)+\theta(1-q_f)=1-q_e(1-\theta)-q_f\theta .$$

Because successive occupancies are independent, the visit number $n+1$ takes place with probability $\bar m^{\,n}$. The mean number of visits of a trapped molecule is the sum of these probabilities,

$$V=\sum_{n=0}^{\infty}\bar m^{\,n}=\frac{1}{1-\bar m}=\frac{1}{q_e(1-\theta)+q_f\theta}.$$

The series converges if $\bar m<1$, that is, if the walk can end, by chemisorption or desorption, at a kind of site that is present.

Each visit that takes place leads to chemisorption with probability $(1-\theta)p_a$. A molecule chemisorbs at most once, so these events exclude each other and their probabilities add:

$$S=\alpha p_a(1-\theta)V=\frac{\alpha p_a(1-\theta)}{q_e(1-\theta)+q_f\theta}.$$

Divide numerator and denominator by $q_e$. In the numerator,

$$\frac{\alpha p_a}{q_e}=\frac{\alpha k_a}{k_a+k_d}\equiv S_0 ,$$

since the common denominator $\Gamma$ cancels. In the denominator, with $K\equiv q_f/q_e$,

$$(1-\theta)+K\theta=1+(K-1)\theta .$$

The result is Kisliuk's law:

$$\boxed{S(\theta)=\frac{S_0(1-\theta)}{1+(K-1)\theta},\qquad K=\frac{k_d'}{k_d'+k_m'}\;\frac{k_a+k_d+k_m}{k_a+k_d}}$$

At $\theta=0$ hopping has dropped out of $S_0$: every site is empty, so moving changes nothing in the competition between chemisorption and desorption.

## The same result from populations

The law can also be reached without following single molecules. Let $F$ be the number of incident molecules per site and unit time, and let $n_e$ and $n_f$ be the numbers of precursors, per site of the whole surface, over empty and filled sites. The rate of hops is $R=k_mn_e+k_m'n_f$. Trapping and hopping together deliver precursors at the rate $J=\alpha F+R$, a fraction $1-\theta$ of them to empty sites. In the steady state arrivals balance departures:

$$(k_a+k_d+k_m)n_e=(1-\theta)J,\qquad (k_d'+k_m')n_f=\theta J .$$

Solve for $n_e$ and $n_f$ and insert them in $R$:

$$R=J\left[(1-\theta)(1-q_e)+\theta(1-q_f)\right]=\bar m J .$$

Thus $J=\alpha F+\bar mJ$, or $J=\alpha F/(1-\bar m)$. The sticking probability is

$$S=\frac{k_an_e}{F}=\frac{\alpha p_a(1-\theta)}{1-\bar m},$$

as before. This form shows where the assumption on trapping enters. If $\alpha$ differed between empty and filled sites, the gas would not supply them in the ratio $1-\theta$ to $\theta$, and the two balances would have to be changed.

## Reading $K$

$K$ compares the chance of ending the walk at a filled site with that at an empty site. It is not a ratio of desorption rates alone, since $q_e$ contains chemisorption. To see its effect on the curve, write $D=1+(K-1)\theta$ and differentiate:

$$\frac{S'}{S_0}=\frac{-D-(1-\theta)(K-1)}{D^2}=-\frac{K}{D^2},\qquad \frac{S''}{S_0}=\frac{2K(K-1)}{D^3}.$$

In the first numerator the terms in $\theta$ cancel and $-1-(K-1)=-K$ remains. The initial slope is therefore $-KS_0$. For $0<\theta<1$ there are three cases.

- $K<1$: $D<1$, so $S$ lies above the Langmuir line, and the curve is concave.
- $K=1$: $S=S_0(1-\theta)$. This happens without any mobility, when $k_m=k_m'=0$ and $q_e=q_f=1$. It also happens with mobility whenever $q_e=q_f$. A straight line in a measurement thus does not prove that there is no mobile precursor.
- $K>1$: $S$ lies below the line, and the curve is convex. Filled sites then end the walk more readily than empty ones.

Two limits bound the behaviour. If desorption from filled sites vanishes, $K\to0$ and $S\to S_0$ at every fixed $\theta<1$: the molecule survives until it has found empty sites often enough to settle its fate there. If $K\theta\gg1$ and $K\gg1$, then $S\approx S_0(1-\theta)/(K\theta)$.

When hopping is much faster than all other processes, $q_e\approx(k_a+k_d)/k_m$ and $q_f\approx k_d'/k_m'$, so

$$K\approx\frac{k_d'}{k_m'}\,\frac{k_m}{k_a+k_d}.$$

With equal hopping rates this is $k_d'/(k_a+k_d)$. Faster hopping then no longer changes the sticking curve, though it increases the number of visits.

To extract $K$ from data, rearrange the law:

$$\frac{S_0(1-\theta)}{S}-1=(K-1)\theta .$$

The left side plotted against $\theta$ should be a straight line through the origin. A fit yields $S_0$ and $K$, but not the five separate rates and $\alpha$.

## From sticking to exposure

Let $x$ be the number of incident molecules per site since the start of the exposure of a clean surface. Each adds $S$ filled sites on average, so $d\theta/dx=S(\theta)$. Separating the variables gives

$$S_0x=\int_0^\theta\frac{1+(K-1)u}{1-u}\,du .$$

Write $u=1-(1-u)$ in the numerator, which becomes $K+(1-K)(1-u)$. The integrand is then $K/(1-u)+(1-K)$, and

$$S_0x=(1-K)\theta-K\ln(1-\theta).$$

For $K=1$ this is the Langmuir uptake. For $K\to0$ it is linear, $\theta=S_0x$, until the layer is full.

## Worked example

The parameters are round model values and belong to no particular material. Barriers in meV and rates in s$^{-1}$ are the natural units here. All rates have the form $k=\nu e^{-E/k_BT}$ with $\nu=10^{13}$ s$^{-1}$, and $\alpha=0.9$. The barriers are 200 meV for chemisorption, 250 meV for desorption over an empty site, 220 meV for desorption over a filled site, and 100 meV for both kinds of hop.

At 300 K, $k_BT=25.852$ meV, and the rates are

$$k_a=4.367\times10^{9},\quad k_d=6.312\times10^{8},\quad k_d'=2.014\times10^{9},\quad k_m=k_m'=2.090\times10^{11}\ \text{s}^{-1}.$$

They give $p_a=0.02041$, $q_e=0.02336$ and $q_f=0.00955$. Hence

$$S_0=0.9\times\frac{4.367}{4.367+0.631}=0.786,\qquad K=\frac{0.00955}{0.02336}=0.409 .$$

The fast-hopping formula gives $K=0.403$, which is 1.4% below the full value.

At half coverage the law reads

$$S(0.5)=\frac{0.7863\times0.5}{1-0.5912\times0.5}=0.558,$$

against 0.393 on the Langmuir line. The table shows the whole trend.

| $\theta$ | $S$ | Langmuir | visits $V$ |
|---|---|---|---|
| 0 | 0.786 | 0.786 | 42.8 |
| 0.25 | 0.692 | 0.590 | 50.2 |
| 0.50 | 0.558 | 0.393 | 60.8 |
| 0.75 | 0.353 | 0.197 | 76.9 |
| 0.90 | 0.168 | 0.079 | 91.5 |

The number of visits grows with coverage because $q_f<q_e$. This growth is the whole difference between the two sticking columns: $S=\alpha p_a(1-\theta)V$, and the Langmuir line keeps $V$ at its value for $\theta=0$.

The visits also allow a check on the assumption of slow coverage change. One visit lasts about $1/(2.1\times10^{11}\ \text{s}^{-1})\approx5$ ps, so 61 visits take about 0.3 ns. The coverage must be nearly constant over that time.

The exposure needed for $\theta=0.9$ is

$$x=\frac{0.5912\times0.9+0.4088\times2.303}{0.7863}=1.87$$

molecules per site. The Langmuir value of 2.93 is 56% larger than this. For $\theta=0.5$ the two values are 0.74 and 0.88.

An event-by-event simulation, with random waiting times for each process and a fresh random occupancy at each visit, gave $S(0.5)=0.5601\pm0.0011$ from 200 000 incident molecules. This is 1.7 standard errors from the law. The simulated mean number of visits was 60.7.

### Change with temperature

With a common prefactor, and with $\alpha$ kept at 0.9 although a real trapping probability can change with temperature,

$$S_0=\frac{\alpha}{1+e^{-(E_d-E_a)/k_BT}},$$

where $E_a$ and $E_d$ are the barriers for chemisorption and for desorption over an empty site. Here $E_d>E_a$, so heating favours desorption relative to chemisorption and $S_0$ falls: 0.853 at 200 K, 0.786 at 300 K and 0.685 at 500 K. Over the same temperatures $K$ takes the values 0.298, 0.409 and 0.509. Both changes reduce $S(0.5)$, from 0.657 through 0.558 to 0.454. The rise of $K$ belongs to this set of barriers; other barriers can give another trend.

## What a frozen random layer changes

Suppose now that the chemisorbed molecules stay where they are while the precursor makes short hops. The walker may return to a site of known occupancy, and the independence of visits is lost. The sign of the resulting error can be proved.

### The mean number of hops

Take $N$ sites and a hop matrix $P_{ij}=P_{ji}$ with $P_{ii}=0$ and $\sum_jP_{ij}=1$; hops to the nearest neighbours of a periodic lattice are an example. Let $m_i$ be the hop probability at site $i$, equal to $1-q_e$ or $1-q_f$, with $0<m_i<1$. The trapped molecule starts at each site with probability $1/N$. The mean number of visits $v_i$ to site $i$ obeys

$$v_i=\frac1N+\sum_jP_{ij}m_jv_j .$$

Put $a_i=\sqrt{m_i}$ and $w_i=a_iv_i$. Multiplication by $a_i$ turns the equation into $w=a/N+Bw$ with $B_{ij}=a_iP_{ij}a_j$. The mean number of hops is

$$H=\sum_im_iv_i=a^{T}w=\frac1N\,a^{T}A^{-1}a,\qquad A=I-B .$$

The matrix $A$ is positive definite. Indeed, with $y_i=a_iz_i$ and $y_iy_j\le(y_i^2+y_j^2)/2$,

$$z^{T}Bz=\sum_{ij}P_{ij}y_iy_j\le\sum_iy_i^2=\sum_im_iz_i^2<z^{T}z\qquad(z\neq0).$$

The Cauchy–Schwarz inequality for the vectors $A^{1/2}a$ and $A^{-1/2}a$ then gives $(a^{T}a)^2\le(a^{T}Aa)(a^{T}A^{-1}a)$, so that

$$H\ge\frac1N\frac{X^2}{Y},\qquad X=\sum_im_i,\quad Y=X-\sum_{ij}m_iP_{ij}m_j .$$

Next average over layers in which each site is filled independently with probability $\theta$. For any constant $c$, $(X-cY)^2/Y\ge0$ means $X^2/Y\ge2cX-c^2Y$. Average this and choose $c=\langle X\rangle/\langle Y\rangle$; the result is $\langle X^2/Y\rangle\ge\langle X\rangle^2/\langle Y\rangle$. Since $P_{ii}=0$, only different, independent sites are paired in $Y$. Therefore $\langle X\rangle=N\bar m$, $\langle Y\rangle=N(\bar m-\bar m^2)$, and

$$\langle H\rangle\ge\frac{\bar m}{1-\bar m}=V-1 .$$

The right side is the number of hops for independent visits. Freezing the layer does not lower the mean number of hops.

### The sign of the error in $S$

Let $V_e$ and $V_f$ be the mean numbers of visits to empty and to filled sites. Every walk ends once, and it has one more visit than hops:

$$q_eV_e+q_fV_f=1,\qquad V_e+V_f=1+H .$$

Eliminating $V_f$ gives, for $q_e\ne q_f$,

$$V_e=\frac{1-q_f(1+H)}{q_e-q_f}.$$

The sticking probability is $\alpha p_a\langle V_e\rangle$. Independent visits satisfy the same relation with $1+H=V$, so subtraction yields

$$S_{\rm frozen}-S=-\frac{\alpha p_aq_f}{q_e-q_f}\left(\langle H\rangle-\frac{\bar m}{1-\bar m}\right).$$

The bracket is not negative. For the average over independently filled frozen layers, Kisliuk's law is thus an upper bound if $K<1$ and a lower bound if $K>1$. A single layer need not obey the bound.

For $K=1$, set $q_e=q_f=q$. Then $v_i=1/(Nq)$ solves the visit equation, because $1/N+(1-q)/(Nq)=1/(Nq)$. Every arrangement gives the Langmuir line, clustered or not. For other $K$ the law is recovered for each single layer, with $\theta$ its actual filled fraction, if each hop leads to a site drawn uniformly from all $N$ sites, the present one included. Each visit then meets a filled site with probability $\theta$, whatever was met before.

### Size of the error

All arrangements on a periodic lattice of $3\times4$ sites were enumerated. The probabilities per visit $(p_a,q_e,q_f)$ were $(0.5,\,0.6,\,0.05)$, $(0.3,\,0.4,\,0.4)$ and $(0.3,\,0.4,\,0.9)$ for the three rows below. At $\theta=0.5$, per trapped molecule, the results were:

| $K$ | frozen layer | law |
|---|---|---|
| 0.083 | 0.757 | 0.769 |
| 1 | 0.375 | 0.375 |
| 2.25 | 0.239 | 0.231 |

The deviations from the law are $-1.5\%$, zero and $+3.8\%$, with the signs derived above. With independently filled sites these deviations come from return visits alone: a walk that never meets a site twice finds a fresh, independent occupancy at each visit and obeys the law. A small periodic lattice changes the number of returns, because the walk can wrap around it, but for these short walks the change is modest. On random half-filled layers of $120\times120$ sites the same parameters give about $-1.2\%$, zero and $+3.7\%$. The error depends on coverage: for $K=0.083$ it reaches about $-12\%$ at $\theta=0.9$ on random layers of $60\times60$ sites.

For the rates of the worked example, 20 random half-filled layers of $60\times60$ sites gave $S=0.5559$, with a standard error of 0.00005, against 0.5582 from the law. The deviation is $-0.40\%$ of the law's value. Layers of $120\times120$ sites give $-0.41\%$. In that case the correction is small beside the gap of 0.165 between Kisliuk's law and the Langmuir line. At $\theta=0.9$ the deviation for the same rates is about $-1.2\%$.

These figures concern random layers. A frozen layer grown through the precursor need not be random even without interactions. In layers of $60\times60$ sites grown this way to $\theta=0.5$, the correlation coefficient of neighbouring occupancies was about $+0.08$ for $K=0.083$ and $-0.06$ for $K=2.25$, and the deviations from the law were about $-2.0\%$ and $+1.3\%$. For $K=0.083$ the deviation reached about $-19\%$ at $\theta=0.9$. For the rates of the worked example, where the walks are long, no correlation was detectable and the exposure to $\theta=0.9$ agreed with the law within its statistical error of about 0.5%. If adsorbates attract or repel one another, the layer is also correlated before the walk begins. Let each site still be filled with mean probability $\theta$. If sites joined by a hop have positively correlated occupancies, as attraction tends to produce, $\langle Y\rangle$ is smaller than for independent filling, and the inequality for $\langle H\rangle$ still follows. If the correlation is negative, as repulsion tends to produce, $\langle Y\rangle$ is larger, and the proof no longer gives the inequality. A calculation for such a layer should solve the visit equation for representative arrangements.

## Computed values

```
trapping probability alpha = 0.9
common prefactor = 1.0e+13 1/s
barrier for ka = 200 meV
barrier for kd = 250 meV
barrier for km = 100 meV
barrier for kd2 = 220 meV
barrier for km2 = 100 meV
temperature = 300 K, kB*T = 25.852 meV
rate ka = 4.3666e+09 1/s
rate kd = 6.3123e+08 1/s
rate km = 2.0897e+11 1/s
rate kd2 = 2.0145e+09 1/s
rate km2 = 2.0897e+11 1/s
p_a (chemisorption per empty-site visit) = 0.02041
q_empty = 0.02336, q_filled = 0.00955
S0 = 0.7863, K = 0.4088
K in fast-hopping limit = 0.4031
theta | S Kisliuk | S Langmuir | mean visits
0.00 | 0.7863 | 0.7863 | 42.8
0.25 | 0.6920 | 0.5897 | 50.2
0.50 | 0.5582 | 0.3932 | 60.8
0.75 | 0.3532 | 0.1966 | 76.9
0.90 | 0.1681 | 0.0786 | 91.5
simulation: 200000 incident molecules, theta = 0.5
simulated S = 0.5601 +- 0.0011
simulated mean visits = 60.7
exposure to theta = 0.5: 0.736 molecules per site, Langmuir 0.881
exposure to theta = 0.9: 1.874 molecules per site, Langmuir 2.928
frozen 3x4 lattice, theta = 0.5, S per trapped molecule:
p_a=0.5, p_d=0.1, q_filled=0.05, K=0.083: frozen 0.7574, law 0.7692
p_a=0.3, p_d=0.1, q_filled=0.4, K=1.000: frozen 0.3750, law 0.3750
p_a=0.3, p_d=0.1, q_filled=0.9, K=2.250: frozen 0.2394, law 0.2308
frozen layer 60x60, 20 samples, theta = 0.5:
S = 0.55594 +- 0.00005, law 0.55817
relative deviation = -0.40 percent
T = 200 K: S0 = 0.8531, K = 0.2977, S(0.5) = 0.6574
T = 300 K: S0 = 0.7863, K = 0.4088, S(0.5) = 0.5582
T = 500 K: S0 = 0.6853, K = 0.5090, S(0.5) = 0.4541
```
